# Coulomb-focused ion neutralization: the inverse square-root temperature law from two derivations: a program that tests the result

```python
"""
Result under test: ions of opposite unit charge that neutralize with certainty
whenever their separation falls to R or less have the thermal rate coefficient
    k(T) = pi R^2 sqrt(8 kB T/(pi mu)) (1 + C/(R kB T)),  C = e^2/(4 pi eps0),
which tends to R C sqrt(8 pi/(mu kB T)), a T^(-1/2) law, for R kB T/C << 1.
mu: reduced mass, b: impact parameter, E: relative energy at infinity,
x = R kB T/C. SI units are used inside, engineering units in the output.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn

kB, e, hbar = sc.k, sc.e, sc.hbar
C = e**2 / (4 * np.pi * sc.epsilon_0)
nm = 1e-9

# Example: O2+ and O- in an oxygen plasma, rough typical conditions
R = 0.8 * nm
T = 500.0
m_neg = 15.999 * sc.atomic_mass
m_pos = 2 * m_neg
mu = m_pos * m_neg / (m_pos + m_neg)
n_ion = 5e16                         # m^-3, each sign
pressure = 10e-3 * sc.torr           # Pa
alpha_sum = 0.006 * nm**3            # rough summed polarizability volume
sigma_gas = 1e-18                    # m^2, rough ion-neutral cross section


def rate_formula(temp):
    mean_speed = np.sqrt(8 * kB * temp / (np.pi * mu))
    return np.pi * R**2 * mean_speed * (1 + C / (R * kB * temp))


def rate_limit(temp):
    return R * C * np.sqrt(8 * np.pi / (mu * kB * temp))


# Trajectories, in units where R = C = mu = 1
def closest_approach(b, energy, r_start=300.0):
    v_side = b * np.sqrt(2 * energy) / r_start
    v_in = -np.sqrt(2 * (energy + 1 / r_start) - v_side**2)

    def motion(t, y):
        r3 = (y[0]**2 + y[1]**2)**1.5
        return [y[2], y[3], -y[0] / r3, -y[1] / r3]

    def turning(t, y):
        return y[0] * y[2] + y[1] * y[3]
    turning.terminal = True
    turning.direction = 1
    run = solve_ivp(motion, (0, 1e5), [r_start, 0, v_in, v_side],
                    method="DOP853", rtol=1e-10, atol=1e-12, events=turning)
    end = run.y_events[0][0]
    return np.hypot(end[0], end[1])


x = R * kB * T / C
b_orbit = {}
for energy in (x, 0.5, 5.0):
    b_orbit[energy] = brentq(lambda b: closest_approach(b, energy) - 1,
                             0.3, 20.0, xtol=1e-9)
    assert abs(b_orbit[energy] / np.sqrt(1 + 1 / energy) - 1) < 1e-6

# Thermal average over speed; the capture area is the least value of
# pi r^2 (1 - U(r)/E) over all r >= R, so outer barriers are not overlooked
nodes, weights = np.polynomial.legendre.leggauss(200)
speed = 4 * (nodes + 1)              # in units of sqrt(2 kB T/mu)
speed_weight = 4 * weights * 4 / np.sqrt(np.pi) * speed**2 * np.exp(-speed**2)
radii = np.geomspace(R, 1e6 * R, 3000)


def coulomb(r):
    return -C / r


def rate_numeric(temp, potential=coulomb):
    energy = kB * temp * speed**2
    reach = radii**2 * (1 - potential(radii) / energy[:, None])
    area = np.pi * reach.min(axis=1)
    v = speed * np.sqrt(2 * kB * temp / mu)
    return np.sum(speed_weight * v * area)


def log_slope(rate, temp, h=0.01):
    up, down = rate(temp * np.exp(h)), rate(temp * np.exp(-h))
    return np.log(up / down) / (2 * h)


for temp in (3.0, 300.0, T, 1000.0, 2e4, 2e6):
    assert abs(rate_numeric(temp) / rate_formula(temp) - 1) < 1e-8
    y = R * kB * temp / C
    slope = log_slope(rate_numeric, temp)
    assert abs(slope - (y - 1) / (2 * (y + 1))) < 1e-4
    assert abs(rate_numeric(temp) / rate_limit(temp) - 1 - y) < 1e-7 * (1 + y)
assert abs(log_slope(rate_numeric, 3.0) + 0.5) < 1e-3
lowest = minimize_scalar(lambda s: rate_numeric(np.exp(s)) * 1e14,
                         bounds=(np.log(1e3), np.log(1e6)), method="bounded",
                         options={"xatol": 1e-6})
T_min = np.exp(lowest.x)
assert abs(T_min / (C / (R * kB)) - 1) < 1e-3

# Separate Maxwellian velocities of the two ions, sampled at random
rng = np.random.default_rng(7)
count = 1_000_000
relative = (rng.normal(size=(count, 3)) * np.sqrt(kB * T / m_pos)
            - rng.normal(size=(count, 3)) * np.sqrt(kB * T / m_neg))
v_rel = np.sqrt((relative**2).sum(axis=1))
sampled = np.mean(np.pi * R**2 * (v_rel + 2 * C / (mu * R * v_rel)))
assert abs(sampled / rate_formula(T) - 1) < 5e-3   # sampling noise below 0.1 %

# Neglected: reaction probability of one isolated two-state crossing at R
w = (nodes + 1) / 2                  # w = 1 - (b/b_max)^2
w_weight = weights / 2


def rate_crossing(temp, coupling):
    energy = kB * temp * speed**2
    v_radial = np.sqrt(2 * (energy[:, None] + C / R) * w / mu)
    p = np.exp(-2 * np.pi * coupling**2 / (hbar * v_radial * C / R**2))
    chance = (2 * p * (1 - p)) @ w_weight
    area = np.pi * R**2 * (1 + C / (R * energy))
    v = speed * np.sqrt(2 * kB * temp / mu)
    return np.sum(speed_weight * v * area * chance)


meV = 1e-3 * e
best = minimize_scalar(lambda h: -rate_crossing(T, h * meV) / rate_formula(T),
                       bounds=(1, 100), method="bounded")
H_best, best_fraction = best.x, -best.fun
focused = minimize_scalar(lambda a: -4 * (expn(3, a) - expn(3, 2 * a)),
                          bounds=(0.01, 5), method="bounded")
assert abs(best_fraction + focused.fun) < 1e-3
slope_half = log_slope(lambda t: rate_crossing(t, 0.5 * H_best * meV), T)
slope_twice = log_slope(lambda t: rate_crossing(t, 2 * H_best * meV), T)
assert abs(slope_half + 0.5) < 0.08 and abs(slope_twice + 0.5) < 0.08

# Neglected: screening by both ion species, and polarization of the ions
debye = np.sqrt(sc.epsilon_0 * kB * T / (2 * n_ion * e**2))
k_T = rate_numeric(T)
screen = rate_numeric(T, lambda r: -C / r * np.exp(-r / debye)) / k_T - 1
polar = rate_numeric(T, lambda r: -C / r - C * alpha_sum / (2 * r**4)) / k_T - 1
assert abs(screen / (-(R / debye) / (1 + x)) - 1) < 0.01
assert abs(polar / (alpha_sum / (2 * R**3) / (1 + x)) - 1) < 1e-6

# Neglected: gas-assisted capture (Thomson estimate), quantized angular momentum
n_gas = pressure / (kB * T)
free_path = 1 / (n_gas * sigma_gas)
r_thomson = C / (1.5 * kB * T)
v_mean = np.sqrt(8 * kB * T / (np.pi * mu))
k_gas = np.pi * r_thomson**2 * v_mean * 2 * 4 * r_thomson / (3 * free_path)
b_max = R * np.sqrt(1 + 1 / x)
L_max = np.sqrt(2 * mu * kB * T) * b_max / hbar
T_hot = 0.1 * e / kB

cm3 = 1e6
print("INPUTS (rough typical or chosen)")
print(f"capture radius R = {R/nm:.2f} nm")
print(f"temperature T = {T:.0f} K")
print(f"reduced mass = {mu/sc.atomic_mass:.3f} u")
print(f"density of each ion = {n_ion/cm3:.1e} cm^-3")
print(f"gas pressure = {pressure/sc.torr*1e3:.1f} mTorr")
print(f"summed polarizability = {alpha_sum/nm**3:.3f} nm^3")
print(f"ion-neutral cross section = {sigma_gas/nm**2:.1f} nm^2")
print("CAPTURE")
print(f"C = {C/e/nm:.4f} eV nm")
print(f"kB T = {kB*T/e:.5f} eV")
print(f"C/R = {C/R/e:.4f} eV")
print(f"x = R kB T/C = {x:.5f}")
print(f"b_max at E = kB T, formula = {b_max/nm:.4f} nm")
print(f"b_max at E = kB T, trajectories = {b_orbit[x]*R/nm:.4f} nm")
print(f"bare area pi R^2 = {np.pi*R**2/nm**2:.4f} nm^2")
print(f"cross section at E = kB T = {np.pi*b_max**2/nm**2:.2f} nm^2")
print(f"thermal focusing factor 1+1/x = {1+1/x:.2f}")
print("RATE COEFFICIENT")
print(f"mean relative speed = {v_mean:.1f} m/s")
for temp in (300.0, 500.0, 1000.0):
    print(f"k({temp:.0f} K), formula = {rate_formula(temp)*cm3:.4e} cm^3/s")
    print(f"  T^(-1/2) limit = {rate_limit(temp)*cm3:.4e} cm^3/s")
    print(f"  local exponent = {log_slope(rate_numeric, temp):.4f}")
print(f"k(500 K), quadrature = {k_T*cm3:.4e} cm^3/s")
print(f"k(500 K), sampled ions = {sampled*cm3:.3e} cm^3/s")
print(f"exponent at 3 K (limit check) = {log_slope(rate_numeric, 3.0):.5f}")
print(f"exponent at 2e6 K (formal) = {log_slope(rate_numeric, 2e6):.4f}")
print(f"temperature of smallest k = {T_min:.0f} K")
print(f"O- loss frequency = {k_T*n_ion:.0f} s^-1")
print(f"O- lifetime = {1e3/(k_T*n_ion):.3f} ms")
print("NEGLECTED EFFECTS")
print(f"best single crossing, k/k_model = {best_fraction:.4f}")
print(f"  coupling H at that best = {H_best:.1f} meV")
print(f"  exponent at half that H = {slope_half:.4f}")
print(f"  exponent at twice that H = {slope_twice:.4f}")
print(f"ions at 0.1 eV: temperature = {T_hot:.0f} K")
print(f"  k(0.1 eV)/k(500 K) = {rate_formula(T_hot)/k_T:.4f}")
print(f"polarization changes k by {100*polar:.3f} %")
print(f"ion Debye length = {debye*1e6:.2f} um")
print(f"screening changes k by {100*screen:.4f} %")
print(f"ion mean free path = {free_path*1e3:.2f} mm")
print(f"Thomson radius = {r_thomson/nm:.2f} nm")
print(f"gas-assisted rate / k = {100*k_gas/k_T:.4f} %")
print(f"largest captured L at E = kB T = {L_max:.0f} hbar")
print(f"one unit of L changes the area by {200/L_max:.3f} %")
print("OK")
```

Running it gives:

```
INPUTS (rough typical or chosen)
capture radius R = 0.80 nm
temperature T = 500 K
reduced mass = 10.666 u
density of each ion = 5.0e+10 cm^-3
gas pressure = 10.0 mTorr
summed polarizability = 0.006 nm^3
ion-neutral cross section = 1.0 nm^2
CAPTURE
C = 1.4400 eV nm
kB T = 0.04309 eV
C/R = 1.8000 eV
x = R kB T/C = 0.02394
b_max at E = kB T, formula = 5.2322 nm
b_max at E = kB T, trajectories = 5.2322 nm
bare area pi R^2 = 2.0106 nm^2
cross section at E = kB T = 86.00 nm^2
thermal focusing factor 1+1/x = 42.78
RATE COEFFICIENT
mean relative speed = 996.3 m/s
k(300 K), formula = 1.0958e-07 cm^3/s
  T^(-1/2) limit = 1.0803e-07 cm^3/s
  local exponent = -0.4858
k(500 K), formula = 8.5683e-08 cm^3/s
  T^(-1/2) limit = 8.3680e-08 cm^3/s
  local exponent = -0.4766
k(1000 K), formula = 6.2003e-08 cm^3/s
  T^(-1/2) limit = 5.9170e-08 cm^3/s
  local exponent = -0.4543
k(500 K), quadrature = 8.5683e-08 cm^3/s
k(500 K), sampled ions = 8.566e-08 cm^3/s
exponent at 3 K (limit check) = -0.49986
exponent at 2e6 K (formal) = 0.4897
temperature of smallest k = 20888 K
O- loss frequency = 4284 s^-1
O- lifetime = 0.233 ms
NEGLECTED EFFECTS
best single crossing, k/k_model = 0.4524
  coupling H at that best = 24.0 meV
  exponent at half that H = -0.4843
  exponent at twice that H = -0.4539
ions at 0.1 eV: temperature = 1160 K
  k(0.1 eV)/k(500 K) = 0.6767
polarization changes k by 0.572 %
ion Debye length = 4.88 um
screening changes k by -0.0160 %
ion mean free path = 5.18 mm
Thomson radius = 22.28 nm
gas-assisted rate / k = 0.0208 %
largest captured L at E = kB T = 776 hbar
one unit of L changes the area by 0.258 %
OK
```
